# The Starkschall–Gordon estimate of C8 and its error for hydrogen: verification in Python

```python
"""
Result under test (Hartree atomic units):
    C8 ~ (3/2) C6 (<r^4>_A/<r^2>_A + <r^4>_B/<r^2>_B),
obtained by giving all excitation pairs one common mean energy.
C6, C8    : coefficients in the dispersion energy -C6/R^6 - C8/R^8
<r^k>     : ground-state moments of the electron-nucleus distance
strength  : |<n| r^l C_l0 |0>|^2 for l = 1 (dipole), l = 2 (quadrupole)
alpha_l   : static polarizability, 2 * sum(strength / excitation energy)
Full sums over states are compared with the estimate for two H atoms.
A harmonic oscillator serves as a second, solvable case.
"""
import math
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

# ---- Multipole expansion of the electron-electron repulsion, R = 1 ----
ax, ay, az, bx, by, bz, s, u = sp.symbols("ax ay az bx by bz s u", real=True)
repulsion = ((u*bx - s*ax)**2 + (u*by - s*ay)**2
             + (1 + u*bz - s*az)**2) ** sp.Rational(-1, 2)


def multipole_term(order_a, order_b):
    """Taylor term of given degrees in the two electron positions."""
    derivative = sp.diff(repulsion, (s, order_a), (u, order_b))
    value = derivative.subs({s: 0, u: 0})
    return sp.expand(value / (sp.factorial(order_a) * sp.factorial(order_b)))


def sphere_average(expression):
    """Average over independent directions of two unit vectors a and b."""
    total = sp.Integer(0)
    polynomial = sp.Poly(sp.expand(expression), ax, ay, az, bx, by, bz)
    for powers, coefficient in polynomial.terms():
        if any(p % 2 for p in powers):
            continue
        factor = sp.Integer(1)
        for triple in (powers[:3], powers[3:]):
            for p in triple:
                factor *= sp.factorial2(p - 1)
            factor /= sp.factorial2(sum(triple) + 1)
        total += coefficient * factor
    return total


v11, v12 = multipole_term(1, 1), multipole_term(1, 2)
v21, v13 = multipole_term(2, 1), multipole_term(1, 3)
dipole_dipole = ax*bx + ay*by - 2*az*bz
dipole_quadrupole = 3*(az*(2*bz**2 - bx**2 - by**2)/2
                       - ax*bx*bz - ay*by*bz)
assert sp.expand(v11 - dipole_dipole) == 0
assert sp.expand(v12 - dipole_quadrupole) == 0
# One component has mean square 1/(2l+1) on the unit sphere.
weight_11 = sphere_average(v11**2) * 3 * 3
weight_12 = sphere_average(v12**2) * 3 * 5
assert weight_11 == 6 and weight_12 == 15
assert sphere_average(v11*v12) == 0
assert sphere_average(v12*v21) == 0
assert sphere_average(v11*v13) == 0
weight_11, weight_12 = float(weight_11), float(weight_12)


# ---- Radial states in a Laguerre basis, for any central potential ----
def solve_atom(potential, decay, size):
    x, w = np.polynomial.laguerre.laggauss(60)
    r, w = x / (2*decay), w / (2*decay)
    result = {}
    for l in range(3):
        columns, slopes = [], []
        for k in range(size):
            norm = math.exp(0.5*(gammaln(k + 1) - gammaln(k + 2*l + 3)))
            lag = eval_genlaguerre(k, 2*l + 2, x)
            dlag = -eval_genlaguerre(k - 1, 2*l + 3, x) if k > 0 else 0*x
            p = norm * x**(l + 1) * lag
            dp = norm * ((l + 1) * x**l * lag + x**(l + 1) * dlag)
            columns.append(p)
            slopes.append(2*decay*(dp - p/2))
        f, df = np.array(columns), np.array(slopes)
        overlap = (f*w) @ f.T
        local = potential(r) + l*(l + 1)/(2*r**2)
        hamiltonian = 0.5*(df*w) @ df.T + (f*w*local) @ f.T
        energies, vectors = eigh(hamiltonian, overlap)
        if l == 0:
            ground_energy = energies[0]
            ground = vectors[:, 0] @ f
            result["E0"] = ground_energy
            result["r2"] = np.sum(w * ground**2 * r**2)
            result["r4"] = np.sum(w * ground**2 * r**4)
        else:
            moments = vectors.T @ ((f*w*r**l) @ ground)
            result[l] = (energies - ground_energy, moments**2/(2*l + 1))
    return result


def pair_sum(atom_a, la, atom_b, lb):
    ea, sa = atom_a[la]
    eb, sb = atom_b[lb]
    return np.sum(np.outer(sa, sb) / (ea[:, None] + eb[None, :]))


def dispersion(atom_a, atom_b):
    c6 = weight_11 * pair_sum(atom_a, 1, atom_b, 1)
    c8 = weight_12 * (pair_sum(atom_a, 1, atom_b, 2)
                      + pair_sum(atom_a, 2, atom_b, 1))
    return c6, c8


def estimate_c8(c6, atom_a, atom_b):
    return 1.5*c6*(atom_a["r4"]/atom_a["r2"] + atom_b["r4"]/atom_b["r2"])


hydrogen = solve_atom(lambda r: -1/r, 1.0, 25)
hydrogen_other_basis = solve_atom(lambda r: -1/r, 0.8, 20)
oscillator = solve_atom(lambda r: 0.5*r**2, 3.0, 35)

# ---- Hydrogen: moments, closure, convergence ----
assert abs(hydrogen["E0"] + 0.5) < 1e-8
assert abs(hydrogen["r2"] - 3) < 1e-7
assert abs(hydrogen["r4"] - 22.5) < 1e-6
c6, c8 = dispersion(hydrogen, hydrogen)
c6_other, c8_other = dispersion(hydrogen_other_basis, hydrogen_other_basis)
assert abs(c6/c6_other - 1) < 1e-5 and abs(c8/c8_other - 1) < 1e-5
s1, s2 = hydrogen[1][1].sum(), hydrogen[2][1].sum()
assert abs(s1 - hydrogen["r2"]/3) < 1e-6
assert abs(s2 - hydrogen["r4"]/5) < 1e-6

# ---- Common mean energy, tested on two unlike partners ----
t1, t2 = oscillator[1][1].sum(), oscillator[2][1].sum()
ratio_from_states = weight_12*(s1*t2 + s2*t1)/(weight_11*s1*t1)
ratio_from_moments = estimate_c8(1.0, hydrogen, oscillator)
assert abs(ratio_from_states/ratio_from_moments - 1) < 1e-4

# ---- The requested comparison ----
c8_estimate = estimate_c8(c6, hydrogen, hydrogen)
assert abs(c8_estimate - 146) < 0.5
assert abs(c8 - 124.4) < 0.05

# ---- Mean pair energies and the origin of the excess ----
omega6 = weight_11*s1**2/c6
omega8 = 2*weight_12*s1*s2/c8
assert omega8 > omega6
assert abs(omega8/omega6 - c8_estimate/c8) < 1e-6


def hydrogen_moment(k):
    return math.factorial(k + 2)/2**(k + 1)


alpha = {}
for l in (1, 2):
    energies, strengths = hydrogen[l]
    alpha[l] = 2*np.sum(strengths/energies)
    # Integral over the closed-form first-order wavefunction.
    closed_form = 2/(2*l + 1)*(hydrogen_moment(2*l + 1)/(l + 1)
                               + hydrogen_moment(2*l)/l)
    assert abs(alpha[l] - closed_form) < 1e-5
e1, e2 = 2*s1/alpha[1], 2*s2/alpha[2]
pole_ratio = (e1 + e2)/(2*e1)
c6_pole = weight_11*s1**2/(2*e1)
c8_pole = 2*weight_12*s1*s2/(e1 + e2)
assert abs(pole_ratio - omega8/omega6) < 0.01

# ---- Harmonic oscillator of unit frequency ----
c6_osc, c8_osc = dispersion(oscillator, oscillator)
c8_osc_estimate = estimate_c8(c6_osc, oscillator, oscillator)
assert abs(c6_osc - 0.75) < 1e-4
assert abs(c8_osc - 3.75) < 1e-3
assert abs(c8_osc_estimate/c8_osc - 1.5) < 1e-4

# ---- Output ----
print("Two hydrogen atoms, Hartree atomic units")
print(f"weight of dipole-dipole pairs          {weight_11:.0f}")
print(f"weight of dipole-quadrupole pairs      {weight_12:.0f}")
print(f"<r^2>                                  {hydrogen['r2']:.4f} bohr^2")
print(f"<r^4>                                  {hydrogen['r4']:.4f} bohr^4")
print(f"<r^4>/<r^2>                            "
      f"{hydrogen['r4']/hydrogen['r2']:.4f} bohr^2")
print(f"summed dipole strength S1              {s1:.4f} bohr^2")
print(f"summed quadrupole strength S2          {s2:.4f} bohr^4")
print(f"C6, sum over states                    {c6:.4f} hartree bohr^6")
print(f"C8, sum over states                    {c8:.3f} hartree bohr^8")
print(f"C8, estimate                           "
      f"{c8_estimate:.3f} hartree bohr^8")
print(f"estimate / sum over states             {c8_estimate/c8:.4f}")
print(f"excess of the estimate                 "
      f"{100*(c8_estimate/c8 - 1):.1f} percent")
print(f"mean pair energy in C6, Omega6         {omega6:.4f} hartree")
print(f"mean pair energy in C8, Omega8         {omega8:.4f} hartree")
print(f"Omega8/Omega6                          {omega8/omega6:.4f}")
print(f"lowest dipole excitation               "
      f"{hydrogen[1][0][0]:.4f} hartree")
print(f"lowest quadrupole excitation           "
      f"{hydrogen[2][0][0]:.4f} hartree")
print(f"dipole polarizability alpha1           {alpha[1]:.4f} bohr^3")
print(f"quadrupole polarizability alpha2       {alpha[2]:.4f} bohr^5")
print(f"one-pole dipole energy e1              {e1:.4f} hartree")
print(f"one-pole quadrupole energy e2          {e2:.4f} hartree")
print(f"one-pole ratio (e1+e2)/(2 e1)          {pole_ratio:.4f}")
print(f"C6, one-pole                           {c6_pole:.4f} hartree bohr^6")
print(f"C8, one-pole                           {c8_pole:.3f} hartree bohr^8")
print(f"one-pole C6 / sum over states          {c6_pole/c6:.4f}")
print(f"one-pole C8 / sum over states          {c8_pole/c8:.4f}")
print(f"C8 estimate / one-pole ratio           "
      f"{c8_estimate/pole_ratio:.3f} hartree bohr^8")
print("Two oscillators, unit mass, charge and frequency")
print(f"oscillator <r^2>                       {oscillator['r2']:.4f} bohr^2")
print(f"oscillator <r^4>                       {oscillator['r4']:.4f} bohr^4")
print(f"oscillator C6, sum over states         {c6_osc:.4f} hartree bohr^6")
print(f"oscillator C8, sum over states         {c8_osc:.4f} hartree bohr^8")
print(f"oscillator C8, estimate                "
      f"{c8_osc_estimate:.4f} hartree bohr^8")
print(f"oscillator estimate / sum over states  "
      f"{c8_osc_estimate/c8_osc:.4f}")
print("checks complete")
```

It prints:

```
Two hydrogen atoms, Hartree atomic units
weight of dipole-dipole pairs          6
weight of dipole-quadrupole pairs      15
<r^2>                                  3.0000 bohr^2
<r^4>                                  22.5000 bohr^4
<r^4>/<r^2>                            7.5000 bohr^2
summed dipole strength S1              1.0000 bohr^2
summed quadrupole strength S2          4.5000 bohr^4
C6, sum over states                    6.4990 hartree bohr^6
C8, sum over states                    124.399 hartree bohr^8
C8, estimate                           146.228 hartree bohr^8
estimate / sum over states             1.1755
excess of the estimate                 17.5 percent
mean pair energy in C6, Omega6         0.9232 hartree
mean pair energy in C8, Omega8         1.0852 hartree
Omega8/Omega6                          1.1755
lowest dipole excitation               0.3750 hartree
lowest quadrupole excitation           0.4444 hartree
dipole polarizability alpha1           4.5000 bohr^3
quadrupole polarizability alpha2       15.0000 bohr^5
one-pole dipole energy e1              0.4444 hartree
one-pole quadrupole energy e2          0.6000 hartree
one-pole ratio (e1+e2)/(2 e1)          1.1750
C6, one-pole                           6.7500 hartree bohr^6
C8, one-pole                           129.255 hartree bohr^8
one-pole C6 / sum over states          1.0386
one-pole C8 / sum over states          1.0390
C8 estimate / one-pole ratio           124.449 hartree bohr^8
Two oscillators, unit mass, charge and frequency
oscillator <r^2>                       1.5000 bohr^2
oscillator <r^4>                       3.7500 bohr^4
oscillator C6, sum over states         0.7500 hartree bohr^6
oscillator C8, sum over states         3.7500 hartree bohr^8
oscillator C8, estimate                5.6250 hartree bohr^8
oscillator estimate / sum over states  1.5000
checks complete
```
